# Linear Jahn–Teller coupling and tetragonal stabilisation in octahedral vanadium hexacarbonyl

## Definitions and conventions

Low-spin octahedral V(CO)₆ has the configuration $t_{2g}^5$: one hole in the triply degenerate set $d_{yz},d_{zx},d_{xy}$, numbered 1, 2, 3. Its term is $^2T_{2g}$. Energies are measured from the undistorted octahedron, and the nuclei move in harmonic potentials.

Let $\delta_x,\delta_y,\delta_z$ be the changes in V–C length on the three axes, equal for opposite ligands. The normalised $E_g$ coordinates are

$$Q_\theta=\frac{2\delta_z-\delta_x-\delta_y}{\sqrt3},\qquad Q_\epsilon=\delta_x-\delta_y ,$$

with $\delta_x+\delta_y+\delta_z=0$. Positive $Q_\theta$ lengthens the $z$ axis. The $T_{2g}$ coordinates $Q_1,Q_2,Q_3$ are scissor motions in the $yz$, $zx$ and $xy$ planes. In $Q_3$ the carbons on $+x$ and $+y$ move towards each other by $Q_3/2$ each, and those on $-x$ and $-y$ do the same. Each CO group moves rigidly and keeps pointing at the metal.

The coupling matrices in the orbital order 1, 2, 3 are

$$C_\theta=\mathrm{diag}(\tfrac12,\tfrac12,-1),\qquad C_\epsilon=\mathrm{diag}(-\tfrac{\sqrt3}{2},\tfrac{\sqrt3}{2},0),$$

and $C_k$, whose nonzero elements are $-1$ between the two orbitals other than $k$. Without spin-orbit coupling, the Hamiltonian of the hole is

$$H=\tfrac12K_E(Q_\theta^2+Q_\epsilon^2)+\tfrac12K_T\sum_kQ_k^2+F_E(Q_\theta C_\theta+Q_\epsilon C_\epsilon)+F_T\sum_kQ_kC_k .$$

The stabilisations to be derived are

$$E_{tet}=\frac{F_E^2}{2K_E},\qquad E_{trig}=\frac{2F_T^2}{3K_T}.$$

The tetragonal points are the only global minima if $E_{tet}>E_{trig}$, and the trigonal points are if $E_{tet}<E_{trig}$. Symmetry permits both distortions and does not choose between them.

## Why both linear couplings are allowed

The derivative of the electronic Hamiltonian along a vibration is real and spin-independent. Between real orbital states it is a symmetric matrix, so it must belong to the symmetric square of $T_{2g}$. The character of that square is $\tfrac12[\chi(g)^2+\chi(g^2)]$. For the classes $E,8C_3,6C_2',6C_4,3C_2$ of the rotation group, $T_2$ has characters $3,0,1,-1,-1$, and the symmetric square has $6,0,2,0,2$. The multiplicities are

$$n_{A_1}=\frac{6+12+6}{24}=1,\quad n_E=\frac{2\cdot6+3\cdot2\cdot2}{24}=1,\quad n_{T_2}=\frac{18+12-6}{24}=1 .$$

These components have dimensions $1+2+3=6$ and exhaust the square. A product of two even functions is even, so

$$[T_{2g}^2]=A_{1g}+E_g+T_{2g}.$$

The $A_{1g}$ part shifts all three states equally. The remaining linear couplings are to $E_g$ and $T_{2g}$ modes. Such modes exist, since the carbon and oxygen shells each supply the stretch patterns $Q_\theta,Q_\epsilon$ and the three scissors. Translations are odd and rotations are $T_{1g}$, so neither removes these sets.

## From five electrons to one hole

Let $|j\rangle=a_j|\mathrm{full}\rangle$, where $|\mathrm{full}\rangle$ is the filled shell. For a one-electron operator,

$$\sum_{pq}h_{pq}a_p^\dagger a_q=\mathrm{tr}\,h-\sum_{pq}h_{pq}a_qa_p^\dagger .$$

Because $a_p^\dagger|\mathrm{full}\rangle=0$, one has $a_qa_p^\dagger a_j|\mathrm{full}\rangle=\delta_{pj}a_q|\mathrm{full}\rangle$. Hence

$$\langle i|h|j\rangle=\delta_{ij}\,\mathrm{tr}\,h-h_{ji}.$$

A traceless orbital coupling therefore changes sign for the hole. This fixes which tetragonal sense is stable.

## Size and sign of the couplings

Symmetry does not say whether an allowed coupling is appreciable. A model of back-donation gives its size. The $d$ orbitals lie at zero energy and the empty CO $\pi^*$ orbitals at $D$. The $d$–$\pi^*$ hopping is $b\,e^{-\delta/\rho}$ for a bond lengthened by $\delta$.

In the octahedron each $t_{2g}$ orbital couples to one $\pi^*$ orbital on each of four ligands. If $S$ is the sum of squared hoppings, the lower level obeys $E(E-D)=S$:

$$E=\tfrac12\left(D-\sqrt{D^2+4S}\right),\qquad \frac{dE}{dS}=-\frac1{\sqrt{D^2+4S}} .$$

At the octahedron $S=4b^2$. With $W=\sqrt{D^2+16b^2}$ the level is $(D-W)/2$ and its slope is $-1/W$.

**Stretching.** To first order $dS=-(2b^2/\rho)\sum\delta$, so $dE=g\sum\delta$ with $g=2b^2/(\rho W)$. The sum runs over the four ligands in the plane of the orbital. For $d_{xy}$ it is $2(\delta_x+\delta_y)=-2\delta_z$, and the other two orbitals follow by permutation. Along $Q_\theta$,

$$\delta_z=\frac{Q_\theta}{\sqrt3},\qquad \delta_x=\delta_y=-\frac{Q_\theta}{2\sqrt3}.$$

The three orbital shifts are thus $gQ_\theta/\sqrt3$, $gQ_\theta/\sqrt3$ and $-2gQ_\theta/\sqrt3$, which is $(2g/\sqrt3)C_\theta Q_\theta$. Along $Q_\epsilon$, $\delta_x=-\delta_y=Q_\epsilon/2$ gives shifts $-g,+g,0$ times $Q_\epsilon$, with the same prefactor of $C_\epsilon$. The hole sign gives

$$F_E=-\frac{2g}{\sqrt3}=-\frac{4b^2}{\sqrt3\,\rho W}.$$

**Bending.** In $Q_3$ each equatorial ligand turns through $\phi=Q_3/(2R)$, where $R$ is the V–C length. The $\pi^*$ orbital along $z$ on the $+x$ ligand then couples to $d_{zx}$ with $b\cos\phi$ and to $d_{yz}$ with $b\sin\phi$. It adds $b^2\phi$ to the off-diagonal element of the matrix that generalises $S$. On the $-x$ ligand both hoppings change sign, so their product does not. The two $y$ ligands contribute equally with the roles of the orbitals exchanged. The total is $4b^2\phi=2b^2Q_3/R$.

Since the undistorted matrix is $4b^2$ times the identity, the slope $-1/W$ applies to the whole matrix. The orbital element is $-2b^2Q_3/(RW)$, which is $+2b^2/(RW)$ times $C_3Q_3$. For the hole,

$$F_T=-\frac{2b^2}{RW}.$$

Ligand $\sigma$ orbitals have no amplitude in the undistorted $t_{2g}$ levels. Bending mixes them in at first order, which changes these energies at second order. In this model the linear couplings therefore come from back-donation. Second-order terms that differ between the three orbitals are of the same order in $Q$ as the elastic energy. $H$ omits them, which is an approximation and not a consequence of symmetry.

## The tetragonal stabilisation

Put the hole in $d_{xy}$ and let $Q_\theta$ vary. The energy is

$$E(Q_\theta)=\tfrac12K_EQ_\theta^2-F_EQ_\theta .$$

Its derivative vanishes at $Q_\theta^0=F_E/K_E$, where

$$E=\frac{F_E^2}{2K_E}-\frac{F_E^2}{K_E}=-E_{tet}.$$

Because $F_E<0$, the $z$ axis is compressed. The equatorial bonds lengthen and stabilise $d_{xy}$ less, so this orbital rises and takes the hole. The electronic energy of the hole in $d_{xy}$ is $-F_EQ_\theta^0=-2E_{tet}$. In either other orbital it is $\tfrac12F_EQ_\theta^0=+E_{tet}$. The vertical gap is therefore $3E_{tet}$.

On the elongated side the hole occupies the degenerate pair $d_{yz},d_{zx}$, with energy $\tfrac12K_EQ_\theta^2+\tfrac12F_EQ_\theta$. The lowest value on this side of the axis is $-F_E^2/(8K_E)=-E_{tet}/4$. It is no minimum of the full surface, because $Q_\epsilon$ splits the pair linearly.

If several normal modes of $E_g$ symmetry couple, each is minimised separately and $E_{tet}=\sum_aF_{E,a}^2/(2K_{E,a})$. The corresponding sum holds for $E_{trig}$.

## When the tetragonal points are global minima

The lower surface is the minimum of $\langle c|H|c\rangle$ over real unit vectors $c=(c_1,c_2,c_3)$. The two minimisations can be exchanged, so $Q$ may be relaxed first at fixed $c$. Each coordinate with mean force $f$ and stiffness $K$ then contributes $-f^2/(2K)$.

Write $p_i=c_i^2$ and $s=p_1p_2+p_2p_3+p_3p_1$. The $E_g$ forces require

$$\langle C_\theta\rangle^2+\langle C_\epsilon\rangle^2=\left[\tfrac12(p_1+p_2)-p_3\right]^2+\tfrac34(p_2-p_1)^2 .$$

Expansion gives $p_1^2+p_2^2+p_3^2-s=(p_1+p_2+p_3)^2-3s=1-3s$. The $T_{2g}$ means are $-2c_ic_j$, whose squares sum to $4s$. Hence

$$E(c)=-\frac{F_E^2}{2K_E}(1-3s)-\frac{F_T^2}{2K_T}4s=-(1-3s)E_{tet}-3sE_{trig}.$$

Since $s=\tfrac12(1-\sum p_i^2)$ and $\sum p_i^2\ge\tfrac13$, $s$ lies between 0 and $1/3$. The energy is linear in $s$, so its minimum is at an end:

- At $s=0$ the hole is in one orbital. These are three tetragonal points at $-E_{tet}$.
- At $s=1/3$ the orbital weights are equal. These are four trigonal points at $-E_{trig}$.

If the two energies are equal, every $c$ gives the same energy and the minima join into a continuous trough.

**Local stability.** At the tetragonal point with the hole in $d_{xy}$, $Q_1$ and $Q_2$ mix the hole with states $3E_{tet}$ above. Each lowers the energy by $F_T^2Q^2/(3E_{tet})$, and the curvature becomes

$$K_T-\frac{2F_T^2}{3E_{tet}}=K_T\left(1-\frac{E_{trig}}{E_{tet}}\right).$$

The other three curvatures keep their bare values. Tetragonal stability is thus lost where the trigonal energy overtakes.

**Barrier for $E_{tet}>E_{trig}$.** A path between two tetragonal wells must pass a point where the two largest weights are equal, $p_i=p_j=p$ with $\tfrac13\le p\le\tfrac12$. There $s=2p-3p^2$, which falls with $p$ and is least, $1/4$, at $p=\tfrac12$. No path can do better, and relaxing $Q$ along $c_k=0$ attains this value. The barrier is

$$\Delta E=E_{tet}-\tfrac14(E_{tet}+3E_{trig})=\tfrac34(E_{tet}-E_{trig}).$$

**Competition in the back-donation model.** From the two couplings, $F_T^2/F_E^2=3\rho^2/(4R^2)$. Therefore

$$\frac{E_{trig}}{E_{tet}}=\frac{4F_T^2K_E}{3F_E^2K_T}=\left(\frac{\rho}{R}\right)^2\frac{K_E}{K_T}.$$

Tetragonal minima require $K_T>K_E(\rho/R)^2$. Soft bending favours the trigonal form.

## Numerical example

The parameters are round model values: $R=0.200$ nm, $\rho=0.050$ nm, $b=1.00$ eV, $D=3.00$ eV, $K_E=200$ N/m and $K_T=25$ N/m. The stiffnesses are 1248.3 and 156.0 eV/nm². Then $W=\sqrt{9+16}=5.00$ eV, and

$$F_E=-\frac{4}{\sqrt3(0.050)(5.00)}=-9.238\ \mathrm{eV/nm},\qquad F_T=-\frac{2}{(0.200)(5.00)}=-2.000\ \mathrm{eV/nm}.$$

The stabilisation is

$$E_{tet}=\frac{9.238^2}{2(1248.3)}\ \mathrm{eV}=34.18\ \mathrm{meV}\quad(276\ \mathrm{cm^{-1}}).$$

The distortion is $Q_\theta^0=-7.40$ pm. Each axial bond shortens by 4.27 pm and each equatorial bond lengthens by 2.14 pm.

The trigonal stabilisation is 17.09 meV, half of $E_{tet}$, so the tetragonal form wins. The barrier is $0.75(34.18-17.09)=12.82$ meV. With the other parameters fixed, the forms become equal in energy at $K_T=12.5$ N/m.

The linear vertical gap is 102.5 meV. Keeping the full exponentials and square roots in the level formula at the same geometry gives 107.8 meV, about 5% above the linear value. The relative error in the stabilisation is larger. Measured from the mean of the three levels, the hole energy is $-\tfrac23$ of the gap, so the extra 5.3 meV lowers the tetragonal point by 3.5 meV, about 10% of $E_{tet}$. The barrier also depends on the omitted second-order bending terms. The stabilisations and the barrier quoted here are values of the linear model only.

## Spin-orbit coupling

Let $\zeta$ be the spin-orbit constant. Within $t_{2g}$ the orbital angular momentum acts as $-\mathbf l$ with $l=1$, so an electron has $-\zeta\,\mathbf l\cdot\mathbf s$. The hole rule reverses the sign. Its transpose replaces $\mathbf l,\mathbf s$ by $-\mathbf l^T,-\mathbf s^T$, which are again angular momenta. The hole thus has a doublet at $-\zeta$ and a quartet at $+\zeta/2$.

A time-even distortion cannot split the doublet. The average of an orbital operator over the doublet weights the three orbitals equally, with no cross terms, and is one third of its trace. The traceless $E_g$ and $T_{2g}$ couplings therefore cannot shift the doublet at first order. They connect it to the quartet, $3\zeta/2$ above. The same average gives $\langle C_\theta^2\rangle=(\tfrac14+\tfrac14+1)/3=\tfrac12$. The second-order shift is $-F_E^2Q_\theta^2/(3\zeta)$, and the $E_g$ curvature at the octahedron is

$$K_E-\frac{2F_E^2}{3\zeta}=K_E\left(1-\frac{4E_{tet}}{3\zeta}\right).$$

For $T_{2g}$, $\langle C_k^2\rangle=\tfrac23$ gives $K_T[1-4E_{trig}/(3\zeta)]$ in the same way. The octahedron is unstable to $E_g$ distortion if $\zeta<4E_{tet}/3$, here 45.6 meV. Above this limit it is locally stable to $E_g$ distortion; a separate distant minimum is not excluded by this argument.

For $\zeta=15.0$ meV, numerical minimisation of the lowest eigenvalue plus elastic energy over all five coordinates gives a stabilisation of 20.36 meV. The $E_g$ amplitude is 7.26 pm and the $T_{2g}$ amplitude vanishes to 0.01 pm. The stabilisation falls because the octahedron gains $\zeta$ at first order, while a hole confined to $d_{xy}$ gains only at second order.

## Nuclear motion and the meaning of the minima

Set $F_T=0$ and $\zeta=0$. The $E_g$ matrices are diagonal, so the nuclei move in three separate displaced wells. The ground level is $\hbar\omega-E_{tet}$, where $\hbar\omega$ is the zero-point energy of two coordinates. The well centres lie at 120° on a circle of radius $|F_E|/K_E$, a distance $d=\sqrt3|F_E|/K_E$ apart. For moving mass $M$, with $K_E=M\omega^2$, the overlap of two ground states is

$$\gamma=\exp\left(-\frac{M\omega d^2}{4\hbar}\right)=\exp\left(-\frac{3E_{tet}}{2\hbar\omega}\right).$$

Spin-orbit coupling connects different orbitals, so weak coupling is reduced by $\gamma$. The doublet–quartet splitting becomes $3\zeta\gamma/2$ at first order.

A rigid CO of mass $12+16=28$ u gives $\hbar\omega=43.2$ meV and $\gamma=0.305$. The first-order splitting is 6.86 meV. Diagonalisation with eleven oscillator states per $E_g$ coordinate gives 7.30 meV. For bending, the oxygen moves farther than the carbon by the factor $1+0.115/0.200$, with a C–O length of 0.115 nm. The bare $T_{2g}$ quantum is then 11.2 meV.

The barrier of 12.82 meV, obtained for $\zeta=0$, is below both the $E_g$ quantum and $k_BT=25.9$ meV at 300 K. It is slightly above the bare $T_{2g}$ quantum. A low barrier alone does not let the molecule change wells, because the hole must also change orbital. Spin-orbit coupling and $T_{2g}$ motion both make this possible. In this model $E_{tet}$ is therefore a feature of the potential surface, and does not imply a molecule frozen in one tetragonal shape. The dynamic calculation above omits $T_{2g}$ motion, which reduces the doublet–quartet splitting further, so 7.30 meV is not the splitting of the full five-coordinate model.

## Relation to the real molecule

The V–C length is a rough value for V(CO)₆. The hopping, decay length, stiffnesses and spin-orbit constant are plausible magnitudes, not fitted or measured values. The result is sensitive to them. Raising $\rho$ from 0.050 to 0.060 nm, with all else fixed, lowers $E_{tet}$ by the factor $(5/6)^2$ to about 24 meV and raises $E_{trig}/E_{tet}$ from 0.50 to 0.72. Halving $K_T$ removes the tetragonal preference. Neglect of spin-orbit coupling fails visibly: including it lowers the static stabilisation by about 40% relative to 34.18 meV. C–O stretching, V–C–O bending and crystal forces are also absent. The example therefore does not decide whether the real molecule prefers a tetragonal or a trigonal minimum. That decision needs the couplings and stiffnesses of all its $E_g$ and $T_{2g}$ modes.
